# Why the Tube Entrance Length Stays Finite at Vanishing Reynolds Number

## A case simple enough to see through

Gas enters a long round tube of radius $R$ and diameter $D=2R$ with the same axial velocity $U$ at every radius. The wall holds the gas beside it at rest, so the flat profile must turn into a parabola whose axis velocity is $2U$. The entrance length $L$ is the distance at which the axis velocity reaches 99% of $2U$. The gas is Newtonian, the flow steady and incompressible.

Measure lengths in $R$, velocities in $U$ and pressure in $\mu U/R$, with $\mu$ the viscosity and $\rho$ the density. Inertia then carries the factor $\rho UR/\mu=s=\mathrm{Re}/2$, where $\mathrm{Re}=\rho UD/\mu$. Set $s=0$, and suppose for the moment that the pressure depends on $x$ alone. The axial force balance is

$$0=-p'(x)+\frac{\partial^2u}{\partial x^2}+\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right),\qquad u(1)=0,\qquad \int_0^1 ru\,dr=\frac12 .$$

The last condition conserves the flow. The developed solution is $2(1-r^2)$, with $p'=-8$. Let $w=u-2(1-r^2)$ be the deviation from it. It vanishes at the wall and carries no net flow. Try $w=\phi(r)e^{-\lambda x}$. The radial operator acting on $\phi$, plus $\lambda^2\phi$, must equal a constant, because the pressure gradient does not depend on $r$. The solution that is regular on the axis and zero at the wall is

$$\phi=J_0(\lambda r)-J_0(\lambda).$$

Zero net flow requires

$$\int_0^1r\phi\,dr=\frac{J_1(\lambda)}{\lambda}-\frac{J_0(\lambda)}2=\frac{J_2(\lambda)}2=0 .$$

The lowest root is $\lambda=5.1356$. The deviation therefore dies over a fixed fraction of the radius, even with no inertia at all. On the axis it starts at $1-2=-1$ and must shrink to $0.02$ in size. If the lowest mode carried amplitude one, this would take $x=\ln(50)/5.1356=0.76$ radii, or $0.38D$.

The actual amplitudes follow by projection. Two modes are orthogonal with weight $r$: the radial operator is symmetric for functions that vanish at the wall, and the constants in the mode equations drop out against functions of zero net flow. At the inlet $w=2r^2-1$, which also has zero net flow, so the constant in $\phi$ drops out of the overlap. Write $J_n$ for $J_n(\lambda)$. Integration by parts gives $\int_0^1r^3J_0(\lambda r)dr=J_1/\lambda-2J_2/\lambda^2=J_1/\lambda$, and hence

$$\int_0^1r(2r^2-1)\phi\,dr=\frac{2J_1}{\lambda}-\frac{J_1}{\lambda}=\frac{J_1}{\lambda}=\frac{J_0}{2},$$

$$\int_0^1r\phi^2dr=\frac{J_0^2+J_1^2}{2}-\frac{J_0J_1}{\lambda}=\frac{J_1^2}{2}=\frac{\lambda^2J_0^2}{8}.$$

Both lines use $J_1=\lambda J_0/2$, which is $J_2=0$ rewritten. The ratio of the two integrals is the amplitude $4/(\lambda^2J_0)$, and since $\phi(0)=1-J_0$,

$$u(0,x)-2=\sum_\lambda\frac{4(1-J_0)}{\lambda^2J_0}\,e^{-\lambda x}.$$

Setting this to $-0.02$ gives $L/D=0.40$. Axial viscous diffusion, meaning friction between neighbouring cross-sections, is enough by itself to make the entrance length nonzero.

## Where the linear law loses this length

The linear correlation $L/D=c\,\mathrm{Re}$, with $c$ a constant, predicts zero length at $\mathrm{Re}=0$. It describes the opposite regime, in which the profile develops over many radii. Axial derivatives are then small. One drops $\partial^2u/\partial x^2$ and the variation of pressure across the tube, and keeps inertia:

$$s\left(u\frac{\partial u}{\partial x}+v\frac{\partial u}{\partial r}\right)=-p'(x)+\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right),\qquad \frac{\partial u}{\partial x}+\frac1r\frac{\partial(rv)}{\partial r}=0 .$$

Put $x=s\xi$ and $v=V/s$. The factor $s$ cancels from the inertia terms and from continuity, and the pressure gradient is simply the function of $\xi$ that conserves the flow. The 99% point thus lies at a fixed number $\xi_{99}$. In units of $R$ the length is $s\xi_{99}$, so

$$\frac LD=\frac{s\,\xi_{99}}2=\frac{\xi_{99}}4\,\mathrm{Re}=0.0555\,\mathrm{Re},$$

where the coefficient comes from numerical integration of these equations, with a step error of about 0.3%.

At $s=0$ the reduced momentum equation contains no $x$-derivative of $u$. It gives the parabola at every $x>0$, whatever entered the tube. The predicted zero is a property of the truncated equations. Dropping $\partial^2u/\partial x^2$ requires $L\gg R$. The law itself gives $L/R=0.111\,\mathrm{Re}$, which is already down to one at $\mathrm{Re}\approx9$. Below that the law contradicts the assumption it rests on.

The simple model shows the crossover if inertia is restored with everything advected at speed $U$, that is, with $s\,\partial u/\partial x$ on the left. A mode $e^{-\kappa x}$ then obeys

$$\kappa^2+s\kappa=\lambda^2,\qquad \kappa=-\frac s2+\sqrt{\frac{s^2}4+\lambda^2}.$$

For small $s$, $\kappa\approx\lambda-s/2$, and the length tends to a constant. For $s\gg\lambda$, $\kappa\approx\lambda^2/s$, and the length grows in proportion to $\mathrm{Re}$. Diffusion sets a floor, and flow stretches the entrance region beyond it.

## The full creeping flow and the number 0.6

The simple model ignores pressure differences across the tube, and it cannot impose zero radial velocity at the inlet. Restoring both changes the constant from 0.40 to 0.60.

Define a streamfunction by $ru=\partial_r\psi$ and $rv=-\partial_x\psi$, which satisfies continuity. Let $E^2=\partial_x^2+\partial_r^2-r^{-1}\partial_r$ and $\chi=E^2\psi$. At $s=0$ the two momentum equations become

$$\partial_xp=\frac1r\partial_r\chi,\qquad \partial_rp=-\frac1r\partial_x\chi .$$

Equating the mixed derivatives of $p$ removes the pressure and leaves $E^2\chi=0$, that is, $E^2E^2\psi=0$.

For a deviation $\phi(r)e^{-\lambda x}$, $E^2$ acts on $\phi$ as $M\phi=\phi''-\phi'/r+\lambda^2\phi$. Differentiation gives $M[rJ_1(\lambda r)]=0$ and $M[r^2J_0(\lambda r)]=-2\lambda rJ_1(\lambda r)$, which a second application of $M$ removes. These are the two solutions regular on the axis. The combination that vanishes at the wall is

$$\phi=r^2J_0(\lambda r)J_1(\lambda)-rJ_1(\lambda r)J_0(\lambda).$$

No slip also requires $\phi'(1)=0$. Since $(r^2J_0)'=2J_0-\lambda J_1$ and $(rJ_1)'=\lambda J_0$ at $r=1$, this reads

$$\lambda\,(J_0^2+J_1^2)=2J_0J_1 .$$

The roots used are complex, and the lowest is $\lambda_1=4.4663+1.4675i$. The real part is a decay rate; the imaginary part makes the decaying deviation oscillate slowly. Matching $u=1$, $v=0$ at the inlet by least squares gives this mode an axis amplitude of modulus $5.137$ and phase $-1.911$. Beyond the first stretch of tube, where higher modes matter,

$$u(0,x)-2\approx5.137\,e^{-4.4663x}\cos(1.911+1.4675x).$$

Near the 99% point the cosine is about $-0.857$, so

$$x\approx\frac{1}{4.4663}\ln\frac{5.137\times0.857}{0.02}=1.21,\qquad \frac LD\approx0.604 .$$

Forty modes give $0.602$. A direct grid solution of the original flow equations gives $0.603$, and the two axis velocities differ by less than $0.0005$ of the developed value on the stretch compared, from $0.3$ to $2$ radii.

The rise from 0.40 has two parts. The slower decay alone would give $0.402\times5.1356/4.4663=0.46$. The rest comes from the larger amplitude with which the inlet excites the slowest mode.

## How firm the constant is

The length is a logarithm of an amplitude divided by a decay rate, so it changes only slowly with the size of a given inlet deviation and with the chosen criterion. Consider a hollow inlet profile $u=2r^2$ with the same flow and no radial velocity. Its deviation is $2r^2-2(1-r^2)=2(2r^2-1)$, twice that of the flat profile. Creeping flow is linear, so the deviation is doubled everywhere, and the 99% length equals the flat-inlet length for a 99.5% criterion. Separate evaluations on the same grid give $0.668$ for both.

A pure exponential would have added $\ln2/(2\times4.4663)=0.078D$. The actual addition is about $0.06D$, because the size of the cosine falls from 0.86 to 0.75 over that distance. The constant is not universal: gas that enters with the parabolic profile already formed has no entrance length. The value 0.60 also depends on the radial velocity being zero at the inlet. A flat axial profile with zero vorticity at the inlet gives about $0.5D$ in creeping flow, and gas arriving through a frictionless tube of the same diameter, which lets the profile start to adjust upstream, gives a little under $0.4D$.

At finite Reynolds number, with a flat inlet and no radial velocity there, the values of $L/D$ are as follows; those for the full flow carry a grid error of about 1%.

| Re | Full flow | Linear law | Simple model |
|---|---|---|---|
| 1 | 0.62 | 0.056 | 0.42 |
| 10 | 0.88 | 0.56 | 0.65 |
| 100 | 5.8 | 5.6 | 4.0 |

The linear law is 5% below the full solution at $\mathrm{Re}=100$, a difference that includes some grid error. At $\mathrm{Re}=10$ it gives less than two thirds of the length. The simple model has the right shape but is too short throughout. It advects the core at $U$, whereas the real core accelerates towards $2U$; how much of the shortfall at high $\mathrm{Re}$ this explains was not tested.

## A feed tube for atomic layer deposition

Take a heated tube with $D=40$ mm at 1 Torr and 473 K, carrying 20 sccm (referred to 273.15 K and one atmosphere). The molar mass, 28 g/mol, and the viscosity, 25 µPa s, are rough values for nitrogen. The ideal-gas density is 0.949 g/m³. At tube conditions the flow is $20\times760\times473/273.15=2.63\times10^4$ cm³/min, or 439 cm³/s. Divided by the area, 12.6 cm², this gives $U=0.349$ m/s. Then

$$\mathrm{Re}=\frac{(0.949\times10^{-3})(0.349)(0.040)}{25\times10^{-6}}=0.53 .$$

The full solution gives $L=0.612\times40=24.5$ mm, with a grid error of about 0.1 mm. The linear law gives $0.0555\times0.53\times40=1.2$ mm, too short by a factor of about 20.

The neglected effects are small here. The mean free path is 0.088 mm, or 0.0022 of the diameter, and allowing the gas to slip at the wall, with a slip length of one mean free path, lengthens $L$ by less than 0.5%. The developed pressure gradient acting over $L$ would lower the pressure by a fraction $3\times10^{-5}$, and the Mach number is $8\times10^{-4}$. A temperature nonuniformity of 10 K gives a buoyancy force about 0.1% of the viscous pressure gradient. After a change of driving pressure, the slowest viscous transient decays with a time constant of 2.6 ms, so the steady result applies to valve sequences that are slow both on that scale and on the time the gas pressure in the tube takes to settle, which depends on the volumes and the pump.

The flat inlet is an assumption to check, since gas may arrive through a much narrower line. A jet is too fast on the axis, so its deviation has the opposite sign, and $L$ then means the distance at which the axis velocity has fallen to 1% above $2U$. If the jet excited the slowest mode ten times more strongly, with its phase otherwise unchanged, the logarithm alone would add $\ln10/(2\times4.4663)=0.26D$. The cosine shrinks over that distance, which brings the addition down to about $0.19D$, or 7.5 mm. The factor ten and the fixed phase are only illustrative: in creeping flow a parabolic jet of radius $0.15R$ excites the mode about six times more strongly, with its phase moved by about 0.4 rad, and gives $L\approx0.79D$. Either estimate leaves out the inertia of the jet, whose own Reynolds number is higher by the ratio of the diameters. Gas that enters cold is a further case not covered, because its density and viscosity change along the tube.

## What to do about it

For a flat or mildly nonuniform inlet and $\mathrm{Re}$ up to about one, allow 0.6 to 0.7 diameters before treating the profile as parabolic; a narrow feed jet needs about 0.8 diameters even when its inertia is negligible. In this regime a lower flow does not shorten the distance appreciably; a narrower tube does, nearly in proportion to its diameter, provided the gas remains a continuum and $\mathrm{Re}$, which rises as the tube narrows at fixed gas flow, stays below about one. Near $\mathrm{Re}=10$ use the full-flow value in the table. A flow calculation for this region must retain axial diffusion and the pressure variation across the tube, which a boundary-layer marching scheme omits.

The entrance length is not a purge length. If the precursor diffusivity equals the kinematic viscosity of the gas, the Péclet number $UL/\mathcal D$, with $\mathcal D$ the diffusivity, is 0.32 over the 24.5 mm. Diffusion along the tube then outpaces the flow on this scale, and precursor can spread upstream into the entrance region. A purge estimate for this stretch needs axial diffusion of the precursor as well as the gas transit time of 70 ms. The remaining values are in the numerical output below.

## Numbers as computed

```
STOKES LIMIT, flat inlet, 99% criterion
Lowest decay constant, real part: 4.4663 per R
Lowest decay constant, imaginary part: 1.4675 per R
Lowest-mode axis amplitude, modulus: 5.137 U
Lowest-mode axis amplitude, phase: -1.911 rad
L/D from 40-mode series: 0.6023
L/D from 20-mode series: 0.6025
L/D from lowest mode alone: 0.6038
L/D from flow grid: 0.6032
Largest axis difference, series and grid: 0.00043
L/D for hollow inlet 2r^2: 0.6677
L/D for flat inlet, 99.5% criterion: 0.6675
AXIAL DIFFUSION ALONE
Lowest decay constant: 5.1356 per R
L/D at Re=0: 0.4021
LINEAR LAW AND FULL FLOW
Boundary-layer L/(D Re): 0.0555
Re=1: L/D full 0.620, linear 0.056, diffusion model 0.423
Re=10: L/D full 0.879, linear 0.555, diffusion model 0.648
Re=100: L/D full 5.832, linear 5.551, diffusion model 3.996
EXAMPLE
Tube diameter: 40.0 mm
Pressure: 1.0 Torr
Temperature: 473 K
Carrier flow: 20 sccm
Molar mass: 28 g/mol
Viscosity: 25 uPa s
Density: 0.949 g/m3
Mean velocity: 0.349 m/s
Reynolds number: 0.530
Entrance length/D: 0.612
Entrance length: 24.5 mm
Linear-law length: 1.18 mm
Mean free path: 0.0881 mm
Knudsen number (path/D): 0.00220
Change of L by wall slip: 0.36 %
Developed pressure drop over L / pressure: 3.21e-05
Mach number: 7.87e-04
Assumed temperature nonuniformity: 10 K
Buoyancy / developed pressure gradient: 1.13e-03
Viscous start-up time: 2.63 ms
Transit time L/U: 70.1 ms
Precursor Peclet number over L: 0.325
```
